# Thermal and lock-in broadening of an inelastic tunnelling threshold

## The problem

Two metallic electrodes at the same temperature $T$ are separated by a thin barrier containing one vibration of energy $\hbar\omega$. An electron can tunnel elastically, or it can emit or absorb one vibrational quantum on the way. The bias $V$ is positive when the left chemical potential lies $eV$ above the right one, with $e>0$, and the current $I$ is counted positive when electrons flow from left to right.

Assume the following:

- The densities of states and the tunnelling matrix elements are constant over the energies involved, and the vibrational coupling is kept at lowest order.
- The mean vibrational occupation $n$ does not depend on bias, and the vibration has no linewidth of its own.
- The elastic current is ohmic. The coupling also corrects the elastic current at the same order as the inelastic one; this correction is left out. It can reduce the step or reverse its sign, and when an electronic level of the barrier lies near the Fermi energy it can also skew the peak and shift it from $\hbar\omega$. The results below therefore describe the inelastic channel alone.

The questions are these.

1. How does the conductance change near $eV=\hbar\omega$?
2. What are the shape and the full width at half maximum (FWHM) of the resulting peak in $d^2I/dV^2$?
3. The peak is recorded with a lock-in amplifier: the bias is $V_0+V_m\cos\Omega t$, slow enough for the current to follow, and the current is read at $2\Omega$. How does this change the peak?
4. Evaluate the widths and the signal for $\hbar\omega=50$ meV, $T=5$ K, an elastic conductance of 10 nS, an inelastic step $G_{\rm in}=0.5$ nS and a modulation of 3 mV rms. These are round model parameters.
5. What becomes of the peak at 300 K?

## First estimate by scaling

At zero temperature, an electron from the left can emit a quantum and still find an empty state on the right only if $eV>\hbar\omega$. Above threshold, the window of usable energies is $eV-\hbar\omega$ wide, so the inelastic current grows linearly and the conductance jumps by a constant, $G_{\rm in}$. The second derivative is then a spike of area $G_{\rm in}$.

Temperature blurs the threshold through both Fermi edges. The derivative of one edge,

$$-f'(E)=\frac{1}{4kT}\,\frac{1}{\cosh^2(E/2kT)},$$

falls to half its maximum where $\cosh(E/2kT)=\sqrt2$, which gives a FWHM of $3.53\,kT$. Two such blurs, combined as if they were Gaussian, give $\sqrt2\times3.53\,kT\approx4.99\,kT$.

The modulation sweeps the bias over a range $2V_m$. A rounded bell has a FWHM of roughly half its base, which suggests a width of about $V_m$.

For the given parameters $kT=0.431$ meV and $V_m=\sqrt2\times3$ mV $=4.24$ mV. The thermal width is then about $2.15$ meV, the modulation width about $4.24$ meV, and the total about

$$\sqrt{2.15^2+4.24^2}\ \text{meV}\approx4.8\ \text{meV}.$$

For small modulation, the Taylor term $\tfrac12 I''V_m^2\cos^2\Omega t$ contains $\tfrac14I''V_m^2\cos2\Omega t$. Taking $I''$ as the area $G_{\rm in}$ divided by the total width in volts gives a signal of about $(4.24^2/4)\times0.5/4.8\approx0.47$ pA. The modulation here is not small, so this is a guide to size only.

## Exact solution within the model

### The energy integral

Let $f(E)=1/(e^{E/kT}+1)$, with $E$ measured from the chemical potential of the electrode concerned. An electron leaving the left electrode at $E$ and emitting a quantum arrives on the right at $E+eV-\hbar\omega$, measured from the right chemical potential. The rate is therefore proportional to

$$F(\Delta)=\int_{-\infty}^{\infty} f(E)\,[1-f(E+\Delta)]\,dE,\qquad \Delta=eV-\hbar\omega .$$

Write $a=e^{E/kT}$ and $b=e^{\Delta/kT}$. Then

$$f(E)[1-f(E+\Delta)]=\frac{ab}{(a+1)(ab+1)},\qquad f(E)-f(E+\Delta)=\frac{ab-a}{(a+1)(ab+1)} .$$

The second expression is the first multiplied by $1-1/b$. Moreover,

$$\int[f(E)-f(E+\Delta)]\,dE=\int_0^\Delta dt\int[-f'(E+t)]\,dE=\Delta,$$

because the inner integral equals 1. Hence

$$F(\Delta)=\frac{\Delta}{1-e^{-\Delta/kT}},\qquad F(\Delta)-F(-\Delta)=\Delta. \tag{1}$$

The second relation follows from $F(-\Delta)=\Delta/(e^{\Delta/kT}-1)$ and $F(\Delta)=\Delta e^{\Delta/kT}/(e^{\Delta/kT}-1)$.

### The current and the conductance step

Emission carries the factor $1+n$ and absorption the factor $n$. Electrons moving from right to left see $-eV$ in place of $eV$. With the common constant written as $G_{\rm in}/e$, the net inelastic current is

$$I_{\rm in}=\frac{G_{\rm in}}{e}\big[(1+n)F(eV-\hbar\omega)+nF(eV+\hbar\omega)-(1+n)F(-eV-\hbar\omega)-nF(\hbar\omega-eV)\big].$$

Collect the terms proportional to $n$ and apply (1) to each pair of opposite arguments:

$$n\big[(eV-\hbar\omega)+(eV+\hbar\omega)\big]=2n\,eV .$$

The occupation thus contributes an ohmic current. In the remaining terms, (1) gives $-F(-eV-\hbar\omega)=-F(eV+\hbar\omega)+eV+\hbar\omega$, so that

$$I_{\rm in}=\frac{G_{\rm in}}{e}\big[F(eV-\hbar\omega)-F(eV+\hbar\omega)+(1+2n)eV+\hbar\omega\big]. \tag{2}$$

Differentiation with respect to $V$ brings down a factor $e$:

$$\frac{dI_{\rm in}}{dV}=G_{\rm in}\big[1+2n+F'(eV-\hbar\omega)-F'(eV+\hbar\omega)\big]. \tag{3}$$

From (1), $F'(\Delta)$ tends to 0 for $\Delta\ll-kT$ and to 1 for $\Delta\gg kT$. For $\hbar\omega\gg kT$ and positive bias the last term is practically $-1$, and (3) becomes $G_{\rm in}[2n+F'(eV-\hbar\omega)]$. This is a step of height $G_{\rm in}$ centred on $eV=\hbar\omega$. Differentiating the second relation in (1) gives $F'(\Delta)+F'(-\Delta)=1$, so $F'(0)=\tfrac12$ and half the step has been climbed at threshold. In the example the total conductance is 10.00 nS at 40 mV, 10.25 nS at 50 mV and 10.50 nS at 60 mV.

### The thermal peak

One more derivative removes the constant $1+2n$:

$$\frac{d^2I_{\rm in}}{dV^2}=eG_{\rm in}\big[F''(eV-\hbar\omega)-F''(eV+\hbar\omega)\big]. \tag{4}$$

A hot vibration therefore leaves the peak unchanged as long as $n$ is independent of bias. If the current itself heats the vibration, the ohmic term becomes $2G_{\rm in}n(V)V$, and its second derivative must be added. Direct sums over the Fermi functions for $n=0$, $0.02$ and $0.8$ confirm (3) and (4).

To find $F''$, put $s=\Delta/2kT$. Multiplying numerator and denominator of (1) by $e^{s}$ gives

$$\frac{F}{kT}=\frac{2s\,e^{s}}{e^{s}-e^{-s}}=s(\coth s+1).$$

Since $d/d\Delta=(1/2kT)\,d/ds$,

$$F'=\frac12\left[1+\coth s-\frac{s}{\sinh^2 s}\right],$$

$$F''=\frac{1}{4kT}\left[-\frac{2}{\sinh^2 s}+\frac{2s\cosh s}{\sinh^3 s}\right]=\frac{\chi(\Delta/kT)}{kT},\qquad \chi(u)=\frac{s\coth s-1}{2\sinh^2 s},\quad s=\frac u2. \tag{5}$$

The role of the two electrodes appears when the defining integral is differentiated instead. This gives $F''(\Delta)=-\int f(E)f''(E+\Delta)\,dE$, and integration by parts, with vanishing boundary terms, yields

$$F''(\Delta)=\int f'(E)\,f'(E+\Delta)\,dE. \tag{6}$$

The peak is one blurred Fermi edge convolved with the other.

It has a single maximum. To see this, let $p$ and $q$ be even functions that decrease away from zero, and let $C(\Delta)=\int p(y-\Delta)q(y)\,dy$. Integrating by parts and folding negative $y$ onto positive $y$ gives

$$C'(\Delta)=\int_0^\infty q'(y)\,[p(y-\Delta)-p(y+\Delta)]\,dy .$$

For $\Delta>0$ the bracket is positive, because $|y-\Delta|<y+\Delta$, while $q'<0$. So $C$ falls steadily on each side of its centre, and there is one half-height point per side.

For small $s$, $s\coth s-1\approx s^2/3$ and $\sinh^2s\approx s^2$, so $\chi(0)=1/6$. Half height means $\chi=1/12$, that is

$$s\coth s-1=\tfrac16\sinh^2 s .$$

The positive root is $s=1.360$, where both sides equal 0.552. Since $\Delta=2kTs$ and there is a root on each side, the full width is $4s\,kT$:

$$W_T=5.44\,kT. \tag{7}$$

This is the thermal width of 5.4 $kT$ for an isolated peak. In the example it is $5.44\times0.431$ meV $=2.34$ meV, and the peak height is $eG_{\rm in}/6kT=0.193$ nS/mV.

### The lock-in signal

Let $\theta=\Omega t$ and let $I_2$ be the amplitude of $\cos2\theta$ in the current. The current is even in $\theta$, so the Fourier integral can be taken over half a period:

$$I_2=\frac2\pi\int_0^\pi I(V_0+V_m\cos\theta)\cos2\theta\,d\theta .$$

An ohmic current contains only a constant and $\cos\theta$, and drops out. For the rest, integrate by parts with $\cos2\theta=d(\sin\theta\cos\theta)/d\theta$. The boundary terms vanish, and $dI/d\theta=-V_m\sin\theta\,I'$ turns the minus sign into a plus:

$$I_2=\frac{2V_m}{\pi}\int_0^\pi I'\sin^2\theta\cos\theta\,d\theta .$$

Now use $\sin^2\theta\cos\theta=d(\tfrac13\sin^3\theta)/d\theta$ and repeat:

$$I_2=\frac{2V_m^2}{3\pi}\int_0^\pi I''(V_0+V_m\cos\theta)\sin^4\theta\,d\theta .$$

With $v=V_m\cos\theta$, one factor $\sin\theta$ is absorbed by $dv=-V_m\sin\theta\,d\theta$, and the other three become $(1-v^2/V_m^2)^{3/2}$:

$$I_2=\frac{V_m^2}{4}\int_{-V_m}^{V_m}I''(V_0+v)\,\varphi(v)\,dv,\qquad \varphi(v)=\frac{8}{3\pi V_m}\left(1-\frac{v^2}{V_m^2}\right)^{3/2}. \tag{8}$$

Because $\int_0^\pi\sin^4\theta\,d\theta=3\pi/8$, the bell $\varphi$ has unit area. The amplitude $I_2$ is the true second derivative convolved with $\varphi$ and multiplied by $V_m^2/4$; a lock-in that displays rms values shows $I_2/\sqrt2$. Equation (8) makes no small-modulation approximation, and a simulated modulation of the directly summed current agrees with it.

Half height of $\varphi$ requires $(1-v^2/V_m^2)^{3/2}=\tfrac12$, so

$$W_m=2V_m\sqrt{1-2^{-2/3}}=1.22\,V_m=1.72\,V_{\rm rms}. \tag{9}$$

There are two limits for the signal. If $eV_m\ll kT$, $I''$ is constant across the bell, and $I_2=V_m^2I''(V_0)/4$. If $kT\ll eV_m$, the thermal peak acts as a spike of area $G_{\rm in}$, and at threshold $I_2=(V_m^2/4)G_{\rm in}\varphi(0)=2G_{\rm in}V_m/3\pi$. The signal first grows as $V_m^2$ and later only as $V_m$, while the peak keeps widening.

### Combining the two widths

Variances add under convolution. For one Fermi edge, integration by parts and expansion of $f$ in powers of $e^{-E/kT}$ give

$$\int E^2(-f')\,dE=4\int_0^\infty Ef\,dE=4(kT)^2\sum_{j\ge1}\frac{(-1)^{j+1}}{j^2}=\frac{\pi^2}{3}(kT)^2 .$$

By (6) the thermal peak has twice this variance. For the bell, $\int_0^\pi\cos^2\theta\sin^4\theta\,d\theta=\pi/16$ gives a variance $V_m^2\,(8/3\pi)(\pi/16)=V_m^2/6$. The recorded isolated peak therefore has, in volts squared,

$$\sigma^2=\frac{2\pi^2}{3}\left(\frac{kT}{e}\right)^2+\frac{V_m^2}{6}. \tag{10}$$

Adding the squares of FWHMs would follow from (10) if FWHM$^2$/variance were the same number for both shapes and for their convolution, as it is for Gaussians. Here it is 4.50 for the thermal peak and 8.88 for the bell, so the quadrature rule $W\approx\sqrt{W_T^2+(eW_m)^2}$ is an approximation.

A limit shows what goes wrong. Let an even peak $p$, with half height at $h$, be convolved with a much narrower even function of variance $\tau^2$. To leading order $p$ becomes $p+\tfrac12\tau^2p''$. If the half-height point moves to $h+\delta$, then

$$p(h)+p'(h)\delta+\tfrac12\tau^2p''(h)=\tfrac12p(0)+\tfrac14\tau^2p''(0),$$

$$\delta=\frac{\tau^2}{2}\,\frac{\tfrac12p''(0)-p''(h)}{p'(h)} .$$

The narrower function enters through its variance, and its FWHM plays no part. The full width has to be taken from the convolution (8).

## Comparison for the example

The modulation width is $1.22\times4.24$ mV, or 5.16 meV on the energy scale, more than twice the thermal 2.34 meV. The convolution gives a total width of 5.41 meV, equivalent to 43.7 cm$^{-1}$.

- The thermal estimate of $4.99\,kT$ is 8% below the exact $5.44\,kT$. The two edges are not Gaussian, so their widths do not combine in quadrature either.
- The modulation estimate $V_m$ is 18% below $1.22\,V_m$.
- The total estimate, 4.76 meV before rounding to 4.8 meV, is 12% below 5.41 meV.
- Quadrature with the correct separate widths gives $\sqrt{2.344^2+5.162^2}$ meV $=5.67$ meV, which is 5% above the true width.

The modulation lowers the averaged second derivative at the peak from 0.193 to 0.0905 nS/mV. The signal is $(4.243^2/4)\times0.0905=0.407$ pA, against the scaling estimate of 0.47 pA and the zero-temperature limit of $2\times0.5\times4.243/3\pi=0.450$ pA.

The width at 5 K depends on the modulation as follows.

| $V_{\rm rms}$ (mV) | true width (meV) | quadrature (meV) |
|---|---|---|
| 0.5 | 2.46 | 2.50 |
| 1.0 | 2.79 | 2.91 |
| 2.0 | 3.94 | 4.16 |
| 3.0 | 5.41 | 5.67 |
| 5.0 | 8.70 | 8.92 |

At 0.5 mV the width, 2.46 meV, is only about 5% above its thermal floor of 2.34 meV. A smaller modulation would gain little resolution, while the signal would fall nearly as $V_m^2$. At 5 mV it is the thermal part that hardly matters.

In every row quadrature overestimates the width. Over sampled values of $eV_m/kT$ between 0.3 and 100 the excess stays positive, and the largest value found is 5.8% of the true width, on a flat maximum near $eV_m/kT\approx6$. For this model, quadrature is thus a usable quick estimate on the high side.

## When the peak is no longer isolated

The width (7) belongs to the first term of (4) alone. The second term is the tail of the mirror peak at $eV=-\hbar\omega$, with the opposite sign. With $u=eV/kT$ and $w=\hbar\omega/kT$, the slope of the unmodulated curve is proportional to $\chi'(u-w)-\chi'(u+w)$. For $0<u<w$ both terms are positive, since $\chi$ rises at negative and falls at positive argument. At $u=w$ the first vanishes and $-\chi'(2w)>0$ remains. The maximum therefore lies above $\hbar\omega/e$, by an amount that is negligible when $\hbar\omega\gg kT$.

At 300 K, $kT=25.9$ meV is about half of $\hbar\omega$. The formula $5.44\,kT$ would give 141 meV, almost three times the vibration energy, and the maximum of the difference curve lies at 66 mV instead of 50 mV. Neither the position nor the width can then be read as for an isolated peak; within this model the whole curve (4) must be fitted, convolved with $\varphi$ as in (8) unless $eV_m\ll kT$.

Cold electrodes and small modulation also leave a limit that this model lacks. A real vibration has a finite linewidth, which broadens the threshold further and dominates the observed width once $5.44\,kT$ and $1.72\,eV_{\rm rms}$ are both much smaller than that linewidth. The values used here are listed in the numerical output below.

## Table of computed values

```
GENERAL RESULTS
thermal FWHM / kT              5.4392
one Fermi edge, FWHM / kT      3.5255
chi(0)                         0.16667
thermal variance / (kT)^2      6.5797
modulation FWHM / Vm           1.2166
modulation FWHM / Vrms         1.7206
FWHM^2/variance, thermal       4.496
FWHM^2/variance, modulation    8.881
largest quadrature excess      5.8 %
  reached at e*Vm/kT           6.3
EXAMPLE: INPUTS
vibration energy               50.0 meV
temperature                    5.0 K
elastic conductance            10.00 nS
inelastic step                 0.50 nS
modulation, rms                3.00 mV
EXAMPLE: RESULTS
modulation amplitude Vm        4.243 mV
kT                             0.4309 meV
e*Vm/kT                        9.847
conductance at 40 mV           10.0000 nS
conductance at 50 mV           10.2500 nS
conductance at 60 mV           10.5000 nS
thermal width                  2.344 meV
modulation width               5.162 meV
true total width               5.414 meV
true total width               43.7 cm^-1
quadrature estimate            5.669 meV
peak d2I/dV2, no modulation    0.1934 nS/mV
peak d2I/dV2, with modulation  0.0905 nS/mV
peak second-harmonic current   0.4075 pA
its T = 0 limit                0.4502 pA
WIDTH AT 5 K: rms mV, true meV, quadrature meV
  0.5   2.461   2.496
  1.0   2.794   2.907
  2.0   3.935   4.163
  3.0   5.414   5.669
  5.0   8.700   8.916
ROOM TEMPERATURE, NO MODULATION
kT at 300 K                    25.85 meV
5.44 kT at 300 K               140.6 meV
peak position at 300 K         66.1 mV
```
